\section*{Dyson orbitals and the Manne–Åberg rule in core-level photoemission, part 2}

Light removes an electron from a core orbital $k$, giving a main line and weaker satellites at larger binding energies. For a Hartree--Fock initial state, an operator derivation gave the weighted mean binding energy as $-\varepsilon_k$, minus the orbital energy (the Koopmans value). A wave-function derivation is under way.

The algebra is in atomic units. The Hamiltonian $H$ is nonrelativistic with fixed nuclei; $h$ is its one-electron part, and
\begin{align}
\langle ij|lm\rangle&=\int\! dx\,dx'\,\frac{\varphi_i^*(x)\varphi_j^*(x')\varphi_l(x)\varphi_m(x')}{|\mathbf r-\mathbf r'|} ,
\end{align}
where $x$ is position and spin. The orbitals $\varphi_i$ are orthonormal, and $c_i$ removes an electron from $\varphi_i$.

The initial state $\Psi_0$ has $N$ electrons and reference energy $E_0$; ion states $\Psi_f$ have energies $E_f$ and $B_f=E_f-E_0$. For a determinant $\Phi_0$, $E_0=E_{\rm HF}=\langle\Phi_0|H|\Phi_0\rangle$. The photoelectron, in $\varphi_p$, has kinetic energy $\epsilon=\omega-B_f$ at photon energy $\omega$. It does not interact with the ion, and $\varphi_p$ is absent from the initial and ion states. Line $f$ has intensity $|\langle\varphi_p|d|\phi_f\rangle|^2$, with $d$ the dipole operator and $\phi_f$ the Dyson orbital:
\begin{equation}
\phi_f(x)=\sqrt N\int\Psi_f^*(x_2\ldots x_N)\Psi_0(x,x_2\ldots x_N)\,dx_2\cdots dx_N .
\label{eq:overlap}
\end{equation}
If orbital $k$ dominates $\phi_f$, the intensity is $|d_{pk}|^2w_f$, with $d_{pk}=\langle\varphi_p|d|\varphi_k\rangle$, $w_f=|s_{fk}|^2$ and $s_{fj}=\langle\Psi_f|c_j|\Psi_0\rangle$.

The operator route evaluated $M_{ik}=\sum_fs_{fi}^*s_{fk}B_f$ as $\langle\Phi_0|c_i^\dagger[H,c_k]|\Phi_0\rangle+\langle\Phi_0|c_i^\dagger c_k(H-E_0)|\Phi_0\rangle$. The last term vanishes, and for occupied $i$
\begin{equation}
\langle\Phi_0|c_i^\dagger c_j^\dagger c_mc_l|\Phi_0\rangle
=\delta_{li}\delta_{mj}-\delta_{lj}\delta_{mi}\qquad(j\ \text{occupied}).
\label{eq:pair}
\end{equation}
Hence $M_{ik}=-F_{ki}$, with Fock matrix $F_{ki}=h_{ki}+\sum_j^{\rm occ}(\langle kj|ij\rangle-\langle kj|ji\rangle)$. Canonical orbitals give $F_{ki}=\varepsilon_k\delta_{ki}$, so interference between occupied orbitals drops out of the first moment when the $d_{pj}$ are constant.

For a correlated eigenstate $\Psi_0$, with averages in that state and occupation $n_k=\langle c_k^\dagger c_k\rangle$, the mean is
\begin{equation}
\bar B_k=-\frac1{n_k}\Big[\sum_jh_{kj}\langle c_k^\dagger c_j\rangle
+\sum_{jlm}\langle kj|lm\rangle\langle c_k^\dagger c_j^\dagger c_mc_l\rangle\Big],
\label{eq:corr}
\end{equation}

In the nitrogen example, minority spin is opposite to that of the three unpaired 2p electrons.

\subsection{The frozen ion}

Let $\Psi_0=\Phi_0$ be a determinant of orbitals $\varphi_1,\ldots,\varphi_N$. Expanding it along the row that contains $x_1$ gives
\begin{equation}
\Phi_0=\frac1{\sqrt N}\sum_{j=1}^N(-1)^{j-1}\varphi_j(x_1)\,\Phi_{(j)}(x_2\ldots x_N) ,
\end{equation}
where $\Phi_{(j)}$ is the normalized determinant without orbital $j$. The factor arises from $1/\sqrt{N!}=(1/\sqrt N)(1/\sqrt{(N-1)!})$. Insertion in \eqref{eq:overlap} gives
\begin{equation}
\phi_f=\sum_j(-1)^{j-1}\varphi_j\langle\Psi_f|\Phi_{(j)}\rangle,\qquad
w_f=\left|\langle\Psi_f|\Phi_{(k)}\rangle\right|^2 .
\end{equation}
The weight of a line is thus the probability of finding the ion in state $f$ when it has been left with one orbital empty and all others unchanged. The weights sum to one because $\Phi_{(k)}$ is normalized. Their mean energy is the energy expectation value of this frozen ion:
\begin{equation}
\sum_fw_fB_f=\langle\Phi_{(k)}|H|\Phi_{(k)}\rangle-E_{\rm HF} .
\label{eq:frozen}
\end{equation}

\subsection{The energy difference of two determinants}

A determinant is a signed sum over the $N!$ permutations of its orbitals. Since $H$ treats all electrons alike, one of the two permutation sums in its expectation value yields a factor $N!$ that cancels the normalization:
\begin{equation}
\langle\Phi_0|H|\Phi_0\rangle=\sum_P{\rm sgn}(P)\,
\langle\varphi_1\cdots\varphi_N|H|\varphi_{P1}\cdots\varphi_{PN}\rangle .
\end{equation}
A one-electron operator leaves $N-1$ overlaps that must all be nonzero, so the identity alone contributes. A two-electron operator leaves $N-2$ overlaps, so the identity and the exchange of the two orbitals involved contribute, the latter with a minus sign. Hence
\begin{equation}
E_{\rm HF}=\sum_ih_{ii}+\frac12\sum_{ij}\langle ij\|ij\rangle ,\qquad
\langle ij\|ij\rangle=\langle ij|ij\rangle-\langle ij|ji\rangle ,
\end{equation}
with sums over occupied orbitals.

For $\Phi_{(k)}$ all terms containing $k$ are absent. In the double sum these are the terms with $i=k$ and those with $j=k$. The two sets are equal, and their common member $i=j=k$ is zero. The energy removed is
\begin{equation}
E_{\rm HF}-\langle\Phi_{(k)}|H|\Phi_{(k)}\rangle
=h_{kk}+\sum_j^{\rm occ}\langle kj\|kj\rangle=F_{kk}=\varepsilon_k .
\end{equation}
With \eqref{eq:frozen} this is $\sum_fw_fB_f=-\varepsilon_k$ again.

Let $B_{\rm m}$ be the binding energy of the main line. Subtracting it from both sides gives
\begin{equation}
\sum_fw_f(B_f-B_{\rm m})=-\varepsilon_k-B_{\rm m} .
\label{eq:balance}
\end{equation}
The right side is the displacement of the main line from the Koopmans value. The left side is the net first moment of the other lines about it. A main line below the Koopmans value requires weight above it.

\subsection{What each derivation assumes}

Both derivations of the intensity use the same physical assumptions: a photoelectron that does not interact with the ion, and no component of $\varphi_p$ in the initial or the ion state. Both derivations of the mean use a determinant for the initial state, the energy $E_{\rm HF}$ as reference, and a complete sum over ion states.

They use the determinant at different places. In the wave-function derivation it enters at once, through the expansion into frozen ions, and the mean becomes a difference of two determinant energies. In the operator derivation it enters late, in the term containing $H-E_0$ and in the pair average \eqref{eq:pair}. The steps before that hold for any initial state, which is why the operator route also yields \eqref{eq:corr}. The wave-function route in turn shows what is being averaged, namely the energy of an ion that has not had time to relax.

The diagonal result needs less than canonical orbitals. For any orthonormal occupied orbitals the mean is $-F_{kk}$, and canonical orbitals are needed to call this an orbital energy and to remove the interference terms. For a determinant of Kohn--Sham orbitals the mean is likewise $-F_{kk}$, with $F$ built from those orbitals and with the expectation value of $H$ in that determinant, not the Kohn--Sham total energy, as reference. It is not in general minus the Kohn--Sham eigenvalue, which belongs to a different one-electron operator.

Completeness can be relaxed in one respect. Suppose $H$ is diagonalized in a finite space with projector $P$ that contains $\Phi_{(k)}$. Then $\sum_fE_f|\Psi_f\rangle\langle\Psi_f|=PHP$, and since $P\Phi_{(k)}=\Phi_{(k)}$, equation \eqref{eq:frozen} is unchanged. A small basis may place satellites poorly and still satisfy the rule.

\subsection{The nitrogen atom}

The example is a free N atom in its quartet ground state, treated by unrestricted Hartree--Fock in the 6-31G basis. The minority-spin 1s electron is removed, and all 1134 ion states of the resulting spin sector are found by full diagonalization. The majority-spin 1s electron would give a further spectrum that is not considered. Relativity is omitted, and the small basis replaces the true shake-up and shake-off spectrum by a set of discrete levels, so the satellite positions are not predictions. The basis is also too rigid to describe the relaxation around a core hole fully, so the position of the main line is not a prediction either.

The orbital energy gives a Koopmans value of $15.5857$ hartree, or $424.11$ eV. The weighted mean over the ion states is also $424.11$ eV, and the two agree to the last printed digit, $0.0001$ eV. For the minority-spin 2s orbital both numbers are $19.75$ eV. The numerical check tests the whole $2\times2$ matrix $M_{ik}$ of these orbitals, including its vanishing off-diagonal element.

The main line lies at $411.6$ eV with weight $0.761$, so it is displaced by $424.1-411.6=12.5$ eV. The five strongest satellites contribute to the left side of \eqref{eq:balance}
\begin{align}
&0.0963\times32.56+0.0325\times41.13+0.0264\times42.14\nonumber\\
&\quad+0.0194\times53.17+0.0183\times80.10\approx8.1\ \text{eV} .
\end{align}
The remaining $4.4$ eV comes from weaker states above the main line, half of it from three of them. These weaker states have a combined weight of $0.239-0.193=0.046$. States below the main line contribute $-0.001$ eV. An average over the main line and the five satellites alone would be $411.6+8.1/0.954\approx420.1$ eV, which is $4$ eV below the Koopmans value. A small weight far from the main line matters in a first moment.

The single-channel assumption can be examined in the same data. In the main line the 2s part of the Dyson orbital has weight $9\times10^{-7}$, against $0.761$ for 1s. The strongest 2s-hole line, at $17.7$ eV, has a 1s weight of $2\times10^{-7}$. The two channels are well separated in these lines.

To test whether relaxation accounts for the displacement, a determinant with the 1s hole was optimized separately. Its binding energy is $412.0$ eV, which reproduces $12.1$ of the $12.5$ eV. The remaining $0.4$ eV is the energy by which the full-diagonalization state lies below this determinant, that is, the correlation energy of the core-hole state in this basis. The squared overlap of the frozen and relaxed determinants is $0.770$, close to the main-line weight. The valence orbitals contract: the root-mean-square radius of the minority-spin 2s orbital falls from $0.81$ to $0.73$ angstrom, and that of a majority-spin 2p orbital from $0.83$ to $0.63$ angstrom. The overlap and the radii hardly change in larger bases, but the energies do. In cc-pCVTZ the Koopmans value is $423.9$ eV and the relaxed determinant lies at $408.4$ eV, so the relaxation energy is $15.5$ eV rather than $12.1$ eV.

\subsection{Departures from the rule}

The first departure comes from the initial state. In this basis the correlated ground state lies $0.95$ eV below the Hartree--Fock energy. Keeping $\Phi_0$ for the weights but measuring energies from the correlated ground state raises every $B_f$ by this amount, and the mean becomes $425.06$ eV. This mixes two descriptions of one state. Using the correlated state for both gives $424.56$ eV, which is $0.45$ eV above the Koopmans value. The same number follows from \eqref{eq:corr} with the density matrices of that state, and this agreement is tested. The 1s occupation is $0.99998$, so the departure does not require a visibly depleted core orbital. These sizes belong to a basis that hardly correlates the core. With coupled-cluster density matrices, which give $0.5$ eV in 6-31G, the departure is $0.3$ eV in cc-pVTZ and $1.1$ eV in cc-pCVTZ. In cc-pCVTZ the correlation energy is about $4.5$ eV and the 1s occupation is $0.9993$.

The second departure comes from the dipole factor. Let $\sigma(\epsilon)$ be the dipole factor $|d_{pk}|^2$ of orbital $k$, summed over directions of emission. Factors that depend only on $\omega$ are common to all lines and are left out, so $\sigma$ is not the cross section as a function of photon energy. Let $\bar B$ and $V$ be the mean and variance of $B_f$ with weights $w_f$. At photon energy $\omega$ the line intensities are $w_f\,\sigma(\omega-B_f)$. Write $\bar\epsilon=\omega-\bar B$ and expand to first order,
\begin{equation}
\sigma(\omega-B_f)\approx\sigma(\bar\epsilon)-(B_f-\bar B)\,\sigma'(\bar\epsilon) .
\end{equation}
Since $\sum_fw_f(B_f-\bar B)=0$, the total intensity is $\sigma(\bar\epsilon)$ to this order, and the mean shifts by
\begin{equation}
\Delta\bar B\approx-V\,\frac{\sigma'(\bar\epsilon)}{\sigma(\bar\epsilon)} .
\label{eq:shift}
\end{equation}
A dipole factor that falls with kinetic energy favours the slower electrons, hence the satellites, and raises the mean.

A simple model shows the size. Take a plane wave of wave number $q=\sqrt{2\epsilon}$ and a hydrogenic orbital $e^{-\zeta r}$. The Fourier transform of $e^{-\zeta r}/r$ is $4\pi/(q^2+\zeta^2)$, and minus its derivative with respect to $\zeta$ gives $8\pi\zeta/(q^2+\zeta^2)^2$ for the orbital. The momentum form of the dipole operator contributes $q^2$ to the squared matrix element, and the density of plane waves per unit energy contributes $q$. Thus
\begin{equation}
\sigma\propto\frac{q^3}{(q^2+\zeta^2)^4},\qquad
\frac{\sigma'}{\sigma}=\frac{3}{2\epsilon}-\frac{8}{2\epsilon+\zeta^2} .
\end{equation}
For $2\epsilon\gg\zeta^2$ the logarithmic derivative tends to $-5/(2\epsilon)$, so the shift falls as $5V/(2\epsilon)$. The coefficient depends on the form of the dipole operator. In the length form the matrix element is the gradient of the transform with respect to $\mathbf q$, of magnitude proportional to $q/(q^2+\zeta^2)^3$. This gives $\sigma\propto q^3/(q^2+\zeta^2)^6$ and a limiting shift $9V/(2\epsilon)$. The numbers below use the momentum form. They give only a rough size, and the $1/\epsilon$ law is a high-energy limit.

With $\zeta=7-5/16=6.6875$ per bohr, the exponent that minimizes the energy of two 1s electrons around a nuclear charge of 7, and the computed width $\sqrt V=27.4$ eV, a photon energy of $20000$ eV leaves $\bar\epsilon\approx19576$ eV. The limiting form gives $2.5\times27.4^2/19576\approx0.096$ eV. The full expression \eqref{eq:shift} gives $0.091$ eV, and the direct average over all lines gives $0.092$ eV. At $5000$ and $1500$ eV the direct average is shifted by $0.35$ and $0.78$ eV, below the values $0.41$ and $1.75$ eV of the limiting form, so the $1/\epsilon$ law is not yet reached there. These numbers describe the trend in this model. The width also belongs to the small basis. It is the energy spread of the frozen-ion determinant, which grows to $44$ eV in the cc-pVTZ basis and to $54$ eV when that basis is uncontracted, and the first-order shift is proportional to its square. The width depends on the initial state as well: the correlated ground state in 6-31G gives $23.4$ eV, and shifts of $0.57$, $0.25$ and $0.068$ eV at $1500$, $5000$ and $20000$ eV. With the Hartree--Fock weights, the length form gives $2.0$, $0.67$ and $0.17$ eV at the same photon energies. The plane wave neglects the attraction of the ion, which matters most at the lowest of these energies, and at the highest one the wavelength of the light divided by $2\pi$, about $0.10$ angstrom, is smaller than the root-mean-square radius of the model 1s orbital, about $0.14$ angstrom, so the dipole approximation itself is doubtful.

The third departure is experimental in origin. Lines with $B_f>\omega$ cannot be excited, and weak satellites or a shake-off continuum may be lost in the background. In the example the weak states beyond the five strongest satellites carry under $5\%$ of the weight and more than a third of the first moment about the main line. Leaving out lines above the mean lowers it, so a measured mean below the Koopmans value may simply reflect an incomplete spectrum.

\section*{Numbers as computed}
\begin{verbatim}
basis functions: 9; ion states: 1134
UHF energy of N: -1479.891 eV
UHF <S^2> (pure quartet 3.75): 3.75459
Koopmans value 1s beta: 15.585749 hartree
Koopmans value 1s beta: 424.1098 eV
weighted mean binding energy: 424.1098 eV
sum of weights: 1.00000000
Koopmans value 2s beta: 19.7469 eV
mean for 2s beta: 19.7469 eV
1s-2s cross moment: 1.0e-08 eV
main line: 411.605 eV, w = 0.76070
2s weight in main line: 9.30e-07
relaxation shift of main line: 12.505 eV
strongest satellites (binding eV, above main eV, weight):
  444.16  32.56  0.09628
  452.73  41.13  0.03248
  453.75  42.14  0.02643
  464.78  53.17  0.01941
  491.70  80.10  0.01826
total weight above main: 0.23929
total weight below main: 3.18e-06
first-moment part from above: 12.506 eV
first-moment part from below: -0.001 eV
strongest 2s-hole line: 17.730 eV
  its 2s weight: 0.95467
  its 1s weight: 2.13e-07
relaxed determinant binding: 412.028 eV
squared overlap frozen/relaxed: 0.76992
2s rms radius atom, ion: 0.8070, 0.7274 angstrom
2p rms radius atom, ion: 0.8326, 0.6292 angstrom
E_HF - E_FCI: 0.9505 eV
HF-state mean from E_FCI: 425.0604 eV
FCI-state 1s beta occupation: 0.999976
FCI-state mean: 424.5614 eV
same from density matrices: 424.5614 eV
FCI-state mean minus Koopmans: 0.4516 eV
rms width of 1s spectrum: 27.410 eV
hydrogenic exponent: 6.6875 per bohr
photon energy eV, shift of mean eV, first-order estimate eV:
  1500  0.780  0.737
  5000  0.348  0.333
  20000  0.092  0.091
\end{verbatim}
